# Breakup Spacing of an Isolated Silicide Wire under Surface Diffusion: a program that tests the result

```python
"""Breakup spacing of an isolated wire under surface diffusion.

Result under test: a ripple of wavelength L = 2*pi/k on a wire of radius R
grows at the rate B*k^2*(1/R^2 - k^2), fastest at L = 2*pi*sqrt(2)*R.
B is the surface-diffusion coefficient of the shape equation (nm^4/s).
The surface energy is isotropic unless a stiffness excess s = gamma''/gamma
is given, where gamma'' is the second derivative with respect to axial tilt.
Lengths are in nm and times in s.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

R = 20.0
B = 1000.0
GAIN = 100.0


def derivative(values, period):
    """Spectral derivative of a periodic profile."""
    count = len(values)
    wave = 2j * np.pi * np.fft.fftfreq(count, d=period / count)
    return np.fft.ifft(wave * np.fft.fft(values)).real


def measured_rate(wavelength, radius=R):
    """Ripple growth rate from the full nonlinear shape equation."""
    z = np.arange(32) * wavelength / 32
    ripple = np.cos(2 * np.pi * z / wavelength)
    amplitude = 1e-4 * radius
    r = radius + amplitude * ripple
    slope = derivative(r, wavelength)
    bend = derivative(slope, wavelength)
    stretch = np.sqrt(1 + slope**2)
    curvature = 1 / (r * stretch) - bend / stretch**3
    transport = r / stretch * derivative(curvature, wavelength)
    speed = B / r * derivative(transport, wavelength)
    return 2 * np.mean(speed * ripple) / amplitude


def formula_rate(wavelength, radius=R):
    k = 2 * np.pi / wavelength
    return B * k**2 * (1 / radius**2 - k**2)


def fastest_wavelength(radius):
    """Numerical maximum of the rate from the nonlinear equation."""
    found = minimize_scalar(
        lambda x: -measured_rate(x * radius, radius) * radius**4 / B,
        bounds=(6.5, 15.0), method="bounded", options={"xatol": 1e-6})
    return found.x * radius


AMPLITUDE = 0.01 * R


def energy_change(wavelength, n=0, s=0.0):
    """Relative surface-energy change at fixed volume, by quadrature."""
    k = 2 * np.pi / wavelength
    z = np.arange(64)[:, None] * wavelength / 64
    angle = np.arange(64)[None, :] * 2 * np.pi / 64
    shape = np.cos(k * z) * np.cos(n * angle)
    mean_radius = np.sqrt(R**2 - AMPLITUDE**2 * np.mean(shape**2))
    r = mean_radius + AMPLITUDE * shape
    r_z = -AMPLITUDE * k * np.sin(k * z) * np.cos(n * angle)
    r_angle = -AMPLITUDE * n * np.cos(k * z) * np.sin(n * angle)
    gamma = 1 + 0.5 * s * r_z**2 / (1 + r_z**2)
    area = np.sqrt(r**2 * (1 + r_z**2) + r_angle**2)
    return np.mean(gamma * area) / R - 1


# Growth law, including wavelengths that shrink
for wavelength in (90.0, 110.0, 150.0, 200.0, 300.0, 500.0):
    assert np.isclose(measured_rate(wavelength), formula_rate(wavelength),
                      rtol=1e-4)

# Fastest ripple and its rate
spacing = 2 * np.pi * np.sqrt(2) * R
spacing_numeric = fastest_wavelength(R)
assert np.isclose(spacing_numeric, spacing, rtol=1e-3)
peak_rate = B / (4 * R**4)
assert np.isclose(measured_rate(spacing_numeric), peak_rate, rtol=1e-4)
slowdown = (measured_rate(spacing_numeric)
            / measured_rate(fastest_wavelength(2 * R), 2 * R))
assert np.isclose(slowdown, 2**4, rtol=1e-3)

# Stability limit from surface area alone
limit = 2 * np.pi * R
limit_numeric = brentq(energy_change, 90.0, 170.0)
assert np.isclose(limit_numeric, limit, rtol=1e-3)
for wavelength in (90.0, spacing, 400.0):
    k = 2 * np.pi / wavelength
    expected = AMPLITUDE**2 / 4 * (k**2 - 1 / R**2)
    assert np.isclose(energy_change(wavelength), expected, rtol=5e-3)

# Ripples that vary around the circumference raise the area
for n in (1, 2, 3):
    for wavelength in (100.0, spacing, 300.0):
        k = 2 * np.pi / wavelength
        expected = AMPLITUDE**2 / 8 * (k**2 + (n**2 - 1) / R**2)
        change = energy_change(wavelength, n)
        assert change > 0
        assert np.isclose(change, expected, rtol=1e-2)

# Orientation-dependent surface energy: rate is proportional to -k^2*energy
anisotropic = {}
for s in (-0.2, 0.2):
    found = minimize_scalar(
        lambda x: energy_change(x * R, s=s) / (x * AMPLITUDE / R)**2,
        bounds=(5.5, 15.0), method="bounded", options={"xatol": 1e-6})
    anisotropic[s] = found.x * R
    assert np.isclose(anisotropic[s], spacing * np.sqrt(1 + s), rtol=3e-3)

# Half-cylinder of equal cross-section, contact angle 90 degrees
half_radius = np.sqrt(2) * R
supported_spacing = fastest_wavelength(half_radius)
assert np.isclose(supported_spacing, 4 * np.pi * R, rtol=1e-3)

# Random roughness on a long wire, amplified mode by mode
rng = np.random.default_rng(7)
points = 2**17
step = spacing / 32
k_all = 2 * np.pi * np.fft.rfftfreq(points, d=step)
growth_time = np.log(GAIN) / peak_rate
exponent = B * k_all**2 * (1 / R**2 - k_all**2) * growth_time
noise = np.fft.rfft(rng.normal(size=points))
profile = np.fft.irfft(noise * np.exp(exponent), n=points)
is_crest = (profile > np.roll(profile, 1)) & (profile > np.roll(profile, -1))
gaps = np.diff(np.flatnonzero(is_crest)) * step
assert abs(gaps.mean() / spacing - 1) < 0.05

# One spherical bead per wavelength
bead = (0.75 * R**2 * spacing) ** (1 / 3)
area_ratio = 4 * np.pi * bead**2 / (2 * np.pi * R * spacing)
assert area_ratio < 1

print(f"wire radius R: {R:.1f} nm")
print(f"spacing divided by radius, formula: {spacing / R:.4f}")
print(f"stability limit, formula: {limit:.1f} nm")
print(f"stability limit, from computed area: {limit_numeric:.1f} nm")
print(f"fastest-growing spacing, formula: {spacing:.1f} nm")
print(f"fastest-growing spacing, shape equation: {spacing_numeric:.1f} nm")
print(f"fastest wavenumber: {2 * np.pi / spacing:.5f} 1/nm")
for wavelength in (110.0, 150.0, 200.0, 300.0, 500.0):
    ratio = measured_rate(wavelength) / peak_rate
    print(f"rate / peak rate at {wavelength:.0f} nm: {ratio:.3f}")
print(f"bead radius: {bead:.1f} nm")
print(f"gap between bead surfaces: {spacing - 2 * bead:.1f} nm")
print(f"bead area / original wire area: {area_ratio:.3f}")
print(f"model coefficient B: {B:.0f} nm^4/s")
print(f"peak growth rate: {peak_rate:.3e} 1/s")
print(f"time for growth by factor e: {1 / peak_rate:.0f} s")
print(f"chosen amplification of fastest ripple: {GAIN:.0f}")
print(f"time for that amplification: {growth_time:.0f} s")
print(f"slowdown when radius doubles: {slowdown:.2f}")
print(f"random roughness, number of gaps: {len(gaps)}")
print(f"random roughness, mean crest spacing: {gaps.mean():.1f} nm")
print(f"random roughness, standard deviation: {gaps.std():.1f} nm")
for s, value in anisotropic.items():
    print(f"spacing for gamma''/gamma = {s:+.1f}: {value:.1f} nm")
print(f"equal-area half-cylinder radius: {half_radius:.1f} nm")
print(f"half-cylinder spacing, 90 degree contact: {supported_spacing:.1f} nm")
print("done: every assertion held")
```

Printed output:

```
wire radius R: 20.0 nm
spacing divided by radius, formula: 8.8858
stability limit, formula: 125.7 nm
stability limit, from computed area: 125.7 nm
fastest-growing spacing, formula: 177.7 nm
fastest-growing spacing, shape equation: 177.7 nm
fastest wavenumber: 0.03536 1/nm
rate / peak rate at 110 nm: -1.593
rate / peak rate at 150 nm: 0.837
rate / peak rate at 200 nm: 0.956
rate / peak rate at 300 nm: 0.579
rate / peak rate at 500 nm: 0.237
bead radius: 37.6 nm
gap between bead surfaces: 102.4 nm
bead area / original wire area: 0.797
model coefficient B: 1000 nm^4/s
peak growth rate: 1.563e-03 1/s
time for growth by factor e: 640 s
chosen amplification of fastest ripple: 100
time for that amplification: 2947 s
slowdown when radius doubles: 16.00
random roughness, number of gaps: 4160
random roughness, mean crest spacing: 174.9 nm
random roughness, standard deviation: 27.7 nm
spacing for gamma''/gamma = -0.2: 158.9 nm
spacing for gamma''/gamma = +0.2: 194.7 nm
equal-area half-cylinder radius: 28.3 nm
half-cylinder spacing, 90 degree contact: 251.3 nm
done: every assertion held
```
